\section*{GMRES stagnation and the breakdown of full-history Anderson mixing, part 1}

(Sections cited here and not found follow in the second part.)

For the linear self-consistency problem $Sx=e_1$, where $S$ is the $n\times n$ cyclic shift ($n\ge 2$) and the starting point is $x_0=0$, GMRES makes no progress for $n-1$ steps and finds the exact solution at step $n$:
\begin{equation}
\|r_0\|=\dots=\|r_{n-1}\|=1,\qquad r_n=0 .
\end{equation}
Anderson mixing with full history and any mixing parameter $\beta\neq0$ returns $x_2=x_1=\beta e_1$. The second residual difference then vanishes, the least-squares matrix $\Delta F_k$ has rank one for every $k$, and every minimiser of the degenerate problem gives $x_k=\beta e_1$ for all $k\ge1$. Two conditions belong to this statement. The permanent freeze needs the full history, since a window of $m$ differences escapes at $x_{m+2}$. And for $n\ge3$ the shift cannot be a physical dielectric matrix, although the same freeze occurs in a two-mode model with the symmetry and stability of one.

\section{The problem}

In a self-consistent-field (SCF) calculation an input density produces an output density, and the residual $f$ is output minus input. Let $x\in\mathbb{R}^n$ hold the amplitudes, in electrons, of the change of the input density from the starting guess, so that $x_0=0$. A change $x$ alters the potential by $Kx$ and the output density by $\chi_0Kx$, where $K$ is the Hartree-exchange-correlation kernel (in Ha) and $\chi_0$ the independent-particle response (in Ha$^{-1}$). To first order
\begin{equation}
f(x)=f(0)+\chi_0Kx-x=b-Ax,\qquad b=f(0),\quad A=I-\chi_0K .
\end{equation}
$A$ is dimensionless and is assumed nonsingular; $x^*=A^{-1}b$. Norms are Euclidean and arithmetic is exact unless stated otherwise. The plain mixing step is $g(x)=x+\beta f(x)$ with $\beta\ne0$, and
\begin{equation}
f(g(x))=b-Ax-\beta Af(x)=(I-\beta A)f(x).
\label{eq:fg}
\end{equation}

GMRES takes $x_k^G$ as the minimiser of $\|b-Ax\|$ over the Krylov space $\mathcal K_k=\mathrm{span}\{b,Ab,\dots,A^{k-1}b\}$, with $x_0^G=0$ and $r_k=b-Ax_k^G$. It stagnates at step $k$ if $\|r_k\|=\|r_{k-1}\|\ne0$.

Anderson mixing sets $f_i=f(x_i)$, $\Delta x_i=x_{i+1}-x_i$, $\Delta f_i=f_{i+1}-f_i$, and collects the columns $i=0,\dots,k-1$ in $\Delta X_k$ and $\Delta F_k$. It starts with $x_1=g(x_0)$ and continues with
\begin{equation}
\gamma=\arg\min_\gamma\|f_k-\Delta F_k\gamma\|,\qquad
x_{k+1}=x_k+\beta f_k-(\Delta X_k+\beta\Delta F_k)\gamma .
\label{eq:and}
\end{equation}

The cyclic shift acts on the unit vectors as $Se_j=e_{j+1}$ for $j<n$ and $Se_n=e_1$. The tasks are these. (a) Find the GMRES iterates for $A=S$, $b=e_1$. (b) Find the Anderson iterates and the rank of $\Delta F_k$. (c) Determine what happens for a general $A$ when GMRES first stagnates. (d) For $A=S+\delta I$ with $0<|\delta|<1$ and $n\ge3$, find how the condition number of $\Delta F_k$ grows as $\delta\to0$. (e) Decide whether the symmetry and stability of a physical dielectric matrix exclude the effect.

\section{First estimate by scaling}

Multiplying $b$ by a constant multiplies every iterate and residual by that constant. The size of the residual therefore drops out, and for $A=S+\delta I$, $b=e_1$ only $\delta$, $\beta$ and $n$ remain. Take $|\delta|\ll1$ and $\beta$ of order one.

Each multiplication by $A$ carries amplitude one site further round the ring, since $Ae_k=\delta e_k+e_{k+1}$. After $k$ steps the search space reaches site $k$. At $\delta=0$ the solution is $e_n$, so $n$ steps are needed.

The progress before that follows from the best step along a direction $d$. The function $\|r-\tau Ad\|^2=\|r\|^2-2\tau\,r^TAd+\tau^2\|Ad\|^2$ is smallest at $\tau=r^TAd/\|Ad\|^2$, where it has fallen by $(r^TAd)^2/\|Ad\|^2$. For $r=d=e_1$ the overlap is $\delta$ and $\|Ad\|\approx1$, so $\tau\approx\delta$ and the new residual is about $e_1-\delta e_2$. The next direction $e_2$ has $Ae_2=\delta e_2+e_3$, whose overlap with this residual is $-\delta^2$; the step has size $\delta^2$ and leaves $+\delta^2e_3$. Repeating the argument, step $k$ changes the residual by
\begin{equation}
r_k-r_{k-1}\approx(-\delta)^ke_{k+1},\qquad \|r_k\|\approx1-\tfrac12\delta^2\quad(1\le k<n).
\end{equation}

Anderson mixing picks the best point among combinations of its history and applies $g$ to it. If that history spans the Krylov space, \eqref{eq:fg} gives $f_{k+1}=(I-\beta A)r_k$, and so
\begin{equation}
\Delta f_0\approx-\beta e_2,\qquad \Delta f_k\approx(-\delta)^k(e_{k+1}-\beta e_{k+2}),\quad k\ge1 .
\end{equation}
The largest singular value of $\Delta F_k$ is set by the first column and is about $|\beta|$. The first $k-1$ columns span roughly $e_2,\dots,e_k$, so the new part of the last column, $\Delta f_{k-1}$, is its $e_{k+1}$ component, of size $|\beta||\delta|^{k-1}$. This sets the smallest singular value. The factor $\beta$ cancels:
\begin{equation}
\|\Delta f_k\|\sim|\delta|^k,\qquad \mathrm{cond}\,\Delta F_k\approx|\delta|^{-(k-1)} .
\label{eq:est}
\end{equation}
At $\delta=0$ the estimate predicts zero progress, $\Delta f_1=0$ and an infinite condition number. It rests on the assumption that the history spans the Krylov space, and it does not say whether Anderson mixing still finishes together with GMRES.

\section{Exact solution}

\subsection{The shift and GMRES}

$S$ permutes the orthonormal basis, so $\|Sy\|=\|y\|$ and $S^n=I$. For $\omega^n=1$ put $v_\omega=n^{-1/2}\sum_{j=1}^n\omega^{-j}e_j$. Then $Sv_\omega=\omega\,n^{-1/2}\sum_j\omega^{-(j+1)}Se_j=\omega v_\omega$, where the term $j=n$ supplies $\omega^{-(n+1)}e_1=\omega^{-1}e_1$. The eigenvalues are the $n$ roots of unity. The $v_\omega$ are orthonormal, because $\sum_j(\omega/\omega')^j=0$ for $\omega\ne\omega'$, and $e_1$ has a component of modulus $n^{-1/2}$ on each. Since $Se_n=e_1$, the solution is $x^*=e_n$. The condition number of $S$ is one, so ill conditioning of $A$ plays no part in what follows.

Since $S^je_1=e_{j+1}$, $\mathcal K_k=\mathrm{span}\{e_1,\dots,e_k\}$. For $k<n$ and $y\in\mathcal K_k$, the vector $Sy$ lies in $\mathrm{span}\{e_2,\dots,e_{k+1}\}$, which is orthogonal to $e_1$. Hence
\begin{equation}
\|e_1-Sy\|^2=1+\|Sy\|^2=1+\|y\|^2 ,
\end{equation}
and the unique minimiser is $y=0$: $x_k^G=0$ and $\|r_k\|=1$. At $k=n$ the space is $\mathbb R^n$, contains $e_n$, and $r_n=0$. The iterate stands still but the space grows, because GMRES obtains its next direction by applying $A$ to the last basis vector, not to the last iterate.

Plain mixing is no alternative here. By \eqref{eq:fg}, $f_k=(I-\beta S)^ke_1=\sum_{j=0}^k\binom kj(-\beta)^jS^je_1$, and for $k<n$ the vectors $S^je_1$ are distinct unit vectors, so
\begin{equation}
\|f_k\|^2=\sum_{j=0}^k\binom kj^2\beta^{2j}.
\label{eq:plain}
\end{equation}
The component along $v_\omega$ is multiplied at each step by $1-\beta\omega$, with $|1-\beta\omega|^2=1-2\beta\,\mathrm{Re}\,\omega+\beta^2$. The roots sum to zero and one of them is $1$, so some root has $\mathrm{Re}\,\omega<0$, and it grows for $\beta>0$. For $\beta<0$ the root $\omega=1$ grows. As $e_1$ contains every eigenvector, plain mixing diverges for every $\beta\ne0$. For even $n$ and $\beta>0$ the root $\omega=-1$ attains the bound $|1-\beta\omega|\le1+\beta$.

\subsection{The Anderson step does not depend on the minimiser}

Linearity gives $\Delta f_i=-A\Delta x_i$, that is $\Delta F_k=-A\Delta X_k$. With $\bar x=x_k-\Delta X_k\gamma$,
\begin{equation}
f(\bar x)=b-Ax_k+A\Delta X_k\gamma=f_k-\Delta F_k\gamma ,
\end{equation}
so \eqref{eq:and} reads $x_{k+1}=\bar x+\beta f(\bar x)=g(\bar x)$, with $\bar x$ minimising $\|f\|$ over $x_k+\mathrm{range}\,\Delta X_k$. The minimal residual is $f_k$ minus its orthogonal projection on $\mathrm{range}\,\Delta F_k$, which is unique even when $\gamma$ is not. Since $A$ is nonsingular, the residual fixes $\bar x$. Rank deficiency therefore makes $\gamma$ ambiguous but leaves $x_{k+1}$ determined. Because $x_k=\Delta x_0+\dots+\Delta x_{k-1}$ when $x_0=0$, the set searched is the subspace $\mathrm{range}\,\Delta X_k$ itself.

\subsection{The repeated iterate}

With $A=S$, $b=e_1$: $f_0=e_1$, $x_1=\beta e_1$, $f_1=e_1-\beta e_2$, $\Delta x_0=\beta e_1$, $\Delta f_0=-\beta e_2$. At $k=1$ the normal equation has one unknown,
\begin{equation}
\gamma=\frac{\Delta f_0^Tf_1}{\|\Delta f_0\|^2}=\frac{(-\beta)(-\beta)}{\beta^2}=1 .
\end{equation}
Then $\bar x=x_1-\Delta x_0=x_0$: all weight goes back to the starting point, and
\begin{equation}
x_2=g(x_0)=x_1=\beta e_1 .
\end{equation}
It follows that $f_2=f_1$ and $\Delta x_1=\Delta f_1=0$. At $k=2$, $\Delta F_2=[-\beta e_2,\;0]$ has two columns and rank one, and
\begin{equation}
\|f_2-\Delta F_2\gamma\|^2=\|e_1-\beta(1-\gamma_0)e_2\|^2=1+\beta^2(1-\gamma_0)^2 .
\end{equation}
The minimisers are $\gamma=(1,s)$ with $s$ arbitrary. The free number multiplies zero columns in both $\Delta X_2$ and $\Delta F_2$, so $\bar x=x_2-\Delta x_0=x_0$ and $x_3=x_1$. For the induction, suppose $x_1=\dots=x_k$. Then columns $1$ to $k-1$ vanish, the range of $\Delta X_k$ is $\mathrm{span}\{e_1\}$, the minimiser there is $\bar x=0$, and $x_{k+1}=g(0)=x_1$. The iteration stays at $\beta e_1$ with $\|f\|=\sqrt{1+\beta^2}$, larger than the initial residual.

Two consequences follow. In exact arithmetic a pseudo-inverse, or a truncated singular-value decomposition that discards only the zero singular values, does not cure the breakdown: it selects one of the minimisers, and all minimisers give the same iterate. And $\|x_{k+1}-x_k\|$ is no test of convergence, since it is zero here although $x_k$ is far from $x^*$. The residual must be tested.

The repetition does not need linearity. For any map $f$, $f_1=f_0+\Delta f_0$ gives $\gamma=1+\Delta f_0^Tf_0/\|\Delta f_0\|^2$. If $\Delta f_0^Tf_0=0$ with $\Delta f_0\neq0$, then $\gamma=1$, and \eqref{eq:and} gives $x_2=x_1+\beta f_1-\Delta x_0-\beta\Delta f_0=x_0+\beta f_0=x_1$.

\subsection{The same breakdown in DIIS form}

Collecting terms, $f_k-\sum_i\gamma_i(f_{i+1}-f_i)=\sum_{i=0}^k\alpha_if_i$ with $\alpha_0=\gamma_0$, $\alpha_i=\gamma_i-\gamma_{i-1}$ for $0<i<k$, and $\alpha_k=1-\gamma_{k-1}$. The sum telescopes to $\sum\alpha_i=1$. Minimising $\alpha^TB\alpha$, $B_{ij}=f_i^Tf_j$, under this constraint with a multiplier $\lambda$ gives Pulay's bordered system
\begin{equation}
\begin{pmatrix}B&\mathbf 1\\ \mathbf 1^T&0\end{pmatrix}\begin{pmatrix}\alpha\\ \lambda\end{pmatrix}=\begin{pmatrix}0\\1\end{pmatrix}.
\end{equation}
The bordered matrix is singular exactly when $\Delta F_k$ is rank deficient. A null vector $(a,\mu)$ obeys $Ba+\mu\mathbf 1=0$ and $\mathbf 1^Ta=0$. Multiplying the first by $a^T$ gives $\|\sum a_if_i\|^2=0$, hence $Ba=0$ and $\mu=0$. A nonzero $a$ with zero sum is a nontrivial combination of differences, so $\Delta F_k$ has a null vector; the argument runs equally in reverse. Singularity of $B$ alone is not the criterion: $B$ is also singular when a combination with $\sum\alpha_i=1$ has zero residual, which is convergence.

For the shift, $f_0^Tf_0=f_0^Tf_1=1$ and $f_1^Tf_1=1+\beta^2$. At $k=1$, subtracting the first row from the other two,
\begin{equation}
\det\begin{pmatrix}1&1&1\\1&1+\beta^2&1\\1&1&0\end{pmatrix}
=\det\begin{pmatrix}1&1&1\\0&\beta^2&0\\0&0&-1\end{pmatrix}=-\beta^2 .
\end{equation}
At $k=2$ the rows belonging to $f_1$ and $f_2$ are equal and the determinant is zero. The combined residual is $e_1-\beta(\alpha_1+\alpha_2)e_2$, minimal for $\alpha=(1,u,-u)$ with $u$ arbitrary.

\subsection{General matrices}

Claim: if $\|r_0\|>\|r_1\|>\dots>\|r_{k-1}\|$, then $\mathrm{range}\,\Delta X_k=\mathcal K_k$ and $x_{k+1}=g(x_k^G)$.

The second statement follows from the first, since $\bar x$ then solves the GMRES problem. For $k=1$ the first holds because $\Delta x_0=\beta b$. Assume the claim up to $k$, and note $x_1=g(x_0^G)$. With $d_k=x_k^G-x_{k-1}^G\in\mathcal K_k$,
\begin{equation}
\Delta x_k=g(x_k^G)-g(x_{k-1}^G)=d_k-\beta Ad_k=(I-\beta A)d_k .
\label{eq:dx}
\end{equation}
If $\|r_k\|<\|r_{k-1}\|$, then $d_k\notin\mathcal K_{k-1}$, for otherwise $x_k^G$ would lie in $\mathcal K_{k-1}$ and beat the minimiser there. So $d_k=cA^{k-1}b+(\text{a vector in }\mathcal K_{k-1})$ with $c\ne0$, and $\Delta x_k=-\beta cA^kb+(\text{a vector in }\mathcal K_k)$. Adding this column extends the range to $\mathcal K_{k+1}$, which completes the induction.

If instead $k$ is the first step with $\|r_k\|=\|r_{k-1}\|$, then $x_{k-1}^G\in\mathcal K_k$ attains the minimum, and uniqueness gives $d_k=0$. By \eqref{eq:dx}, $x_{k+1}=x_k$. The new column is zero, the range stays $\mathcal K_k$, $\bar x$ stays $x_k^G$, and $x_{k+2}=g(x_k^G)=x_{k+1}$, and so on for all later steps. A single stagnating step of GMRES freezes full-history Anderson mixing; complete stagnation is not required. From that step on the Anderson search space stays $\mathcal K_k$ while the Krylov space keeps growing, so the relation $x_{j+1}=g(x_j^G)$ survives only as long as GMRES remains stagnant and fails once it gains again.

At $k=1$ the step-length formula of the estimate is exact, and stagnation means $b^TAb=0$. At any step $r_{k-1}\in\mathcal K_k$, so GMRES can move along $r_{k-1}$ and gains unless $r_{k-1}^TAr_{k-1}=0$. If the symmetric part $(A+A^T)/2$ is definite, this never happens for $r_{k-1}\neq0$, and neither stagnation nor repetition can occur before the solution is reached.

Later stagnation is shown by $A=S+e_1e_1^T$ with $n\ge3$. It is nonsingular: components $2$ to $n$ of $Ax=0$ give $x_1=\dots=x_{n-1}=0$, and the first gives $x_n+x_1=0$. Here $\mathcal K_k=\mathrm{span}\{e_1,\dots,e_k\}$ again, and for $k<n$ its image is spanned by $e_1+e_2,e_3,\dots,e_{k+1}$. Projecting $e_1$ gives $r_k=(e_1-e_2)/2$ and $\|r_k\|^2=1/2$ for $1\le k<n$, with $x_k^G=e_1/2$. Anderson mixing moves to $x_2=e_1/2+\beta(e_1-e_2)/2\ne x_1$ and stays.

\subsection{Finite window}

With a window $m\ge1$, step $k$ keeps the columns $\max(0,k-m),\dots,k-1$. For the shift, column $0$ is present while $k\le m$, so $x_1=\dots=x_{m+1}$. At $k=m+1$ only the zero columns $1,\dots,m$ remain, the correction in \eqref{eq:and} vanishes for every $\gamma$, and
\begin{equation}
x_{m+2}=x_1+\beta f_1=2\beta e_1-\beta^2e_2\ne x_1 .
\end{equation}
The window result shows escape, not convergence. Discarding the whole history also breaks the freeze: the restarted iteration begins from the residual $f_1=e_1-\beta e_2$, for which $f_1^TSf_1\ne0$, so its first GMRES step gains. Inserting a plain step while keeping the full history is not enough for $n\ge3$. It moves to $2\beta e_1-\beta^2e_2$, but the differences then span only $e_1$ and $e_2$, the minimiser over that space is still $\bar x=0$, and the next iterate is $g(0)=\beta e_1$ again. The next Anderson step leaves $g(0)$ only if the enlarged space contains a better minimiser. In floating point the remaining columns may be rounding noise instead of zeros, and a cutoff relative to the largest singular value does not remove them when all columns are noise.

In exact arithmetic, the first stagnating step of GMRES freezes full-history Anderson mixing permanently, whichever minimiser is chosen, while for the shift a finite window escapes. It remains to find how the condition number grows near stagnation, to decide whether the symmetry and stability of a physical dielectric matrix exclude the effect, and to compare the scaling estimate with the exact results.
